\section*{Dipole Rotational Excitation of a Linear Polar Molecule by Electron Impact}

\section*{The problem}

In a low-temperature plasma, electrons lose small amounts of energy by setting polar molecules into faster rotation. We seek the cross section for one such step, from level $J$ to level $J+1$, to first order in the interaction.

The molecule is a rigid linear rotor with levels $BJ(J+1)$ and states $|JM\rangle$, whose wave functions are the spherical harmonics $Y_{JM}(\mathbf n)$. The unit vector $\mathbf n$ lies along the axis and points from negative to positive charge; the dipole moment is $D\mathbf n$. There is no electronic angular momentum along the axis. The electron has mass $m$ and charge $-e$, and its wave vector changes from $\mathbf k$ to $\mathbf k'$. The molecule is so heavy that its recoil is ignored. Exchange, polarization and short-range forces are left out at first; part (h) returns to them.

\section*{(a) Interaction and amplitude}

\textit{Write the interaction at large distance, find $k'$, and express the differential cross section through a matrix element.}

\textbf{Solution.} A neutral molecule has no monopole field, so the leading potential at distance $r$ is that of the dipole, $D\,\mathbf n\cdot\hat{\mathbf r}/(4\pi\varepsilon_0r^2)$. Multiplying by the electron's charge gives
\begin{equation}
V=-\frac{eD}{4\pi\varepsilon_0}\,\frac{\mathbf n\cdot\hat{\mathbf r}}{r^2}.
\end{equation}
We use this point-dipole form at all $r$. The rotor gains $\Delta E=B(J+1)(J+2)-BJ(J+1)=2B(J+1)$. Energy conservation, $\hbar^2k'^2/2m=\hbar^2k^2/2m-\Delta E$, then gives
\begin{equation}
k'^2=k^2-\frac{4mB(J+1)}{\hbar^2}.
\end{equation}
The channel is open if the right side is positive.

Take plane waves normalized in a box of volume $\mathcal V$. With $\mathbf q=\mathbf k-\mathbf k'$, the matrix element of $V$ is $\mathcal M/\mathcal V$, where
\begin{equation}
\mathcal M=\langle J'M'|\int e^{i\mathbf q\cdot\mathbf r}\,V\,d^3r\,|JM\rangle .
\end{equation}
The density of final electron states per unit energy and solid angle is $\mathcal V mk'/(8\pi^3\hbar^2)$, and the incident flux is $\hbar k/(m\mathcal V)$. The golden-rule rate divided by the flux is
\begin{equation}
\frac{d\sigma}{d\Omega}
=\frac{2\pi}{\hbar}\frac{|\mathcal M|^2}{\mathcal V^2}\,
\frac{\mathcal V mk'}{8\pi^3\hbar^2}\,\frac{m\mathcal V}{\hbar k}
=\frac{k'}{k}|f|^2,\qquad
f=-\frac{m}{2\pi\hbar^2}\mathcal M .
\end{equation}
The box volume cancels. The factor $k'/k$ is the ratio of outgoing to incoming speed.

\section*{(b) The Fourier transform of the dipole field}

\textit{Evaluate the integral over $\mathbf r$ at fixed $\mathbf n$.}

\textbf{Solution.} Put the polar axis along $\mathbf q$ and let $\mu=\hat{\mathbf q}\cdot\hat{\mathbf r}$. The azimuthal average removes the part of $\hat{\mathbf r}$ perpendicular to $\mathbf q$, so $\mathbf n\cdot\hat{\mathbf r}$ becomes $(\mathbf n\cdot\hat{\mathbf q})\mu$. With $x=qr$ and $j_0=\sin x/x$,
\begin{equation}
\int_{-1}^{1}\mu e^{ix\mu}d\mu=-i\frac{d}{dx}\int_{-1}^{1}e^{ix\mu}d\mu
=-2i\,j_0'(x)=2i\,j_1(x),
\end{equation}
because $j_1=-j_0'$. The volume element $r^2dr$ cancels the $1/r^2$ of the field:
\begin{equation}
\int e^{i\mathbf q\cdot\mathbf r}\frac{\mathbf n\cdot\hat{\mathbf r}}{r^2}d^3r
=4\pi i\,(\mathbf n\cdot\hat{\mathbf q})\,\frac1q\int_0^\infty j_1(x)\,dx .
\end{equation}
The tail of $j_1$ falls only as $1/x$, so we insert $e^{-\eta x}$ and integrate by parts:
\begin{equation}
\int_0^\infty j_1e^{-\eta x}dx=1-\eta\int_0^\infty\frac{\sin x}{x}e^{-\eta x}dx
=1-\eta\arctan\frac1\eta\;\to\;1\quad(\eta\to0).
\end{equation}
The transform is therefore $4\pi i\,\mathbf n\cdot\hat{\mathbf q}/q$. Define the dimensionless dipole
\begin{equation}
d=\frac{meD}{4\pi\varepsilon_0\hbar^2}=\frac{D}{ea_0},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.
\end{equation}
The two minus signs, from $f$ and from $V$, cancel, and
\begin{equation}
f=\frac{m}{2\pi\hbar^2}\frac{eD}{4\pi\varepsilon_0}\frac{4\pi i}{q}
\langle J'M'|\mathbf n\cdot\hat{\mathbf q}|JM\rangle
=\frac{2id}{q}\langle J'M'|\mathbf n\cdot\hat{\mathbf q}|JM\rangle .
\end{equation}

\section*{(c) The rotor factor}

\textit{Average $|\langle J'M'|\mathbf n\cdot\hat{\mathbf q}|JM\rangle|^2$ over $M$ and sum it over $M'$. Which $J'$ are allowed?}

\textbf{Solution.} Write the squared modulus as a double integral over $\mathbf n$ and $\mathbf n'$. The sums over $M$ and $M'$ follow from the addition theorem, $\sum_MY_{JM}(\mathbf n)Y^*_{JM}(\mathbf n')=(2J+1)P_J(x)/4\pi$ with $x=\mathbf n\cdot\mathbf n'$:
\begin{equation}
\begin{split}
S&=\sum_{MM'}|\langle J'M'|\mathbf n\cdot\hat{\mathbf q}|JM\rangle|^2\\
&=\frac{(2J+1)(2J'+1)}{16\pi^2}\iint(\mathbf n\cdot\hat{\mathbf q})(\mathbf n'\cdot\hat{\mathbf q})P_J(x)P_{J'}(x)\,d\mathbf n\,d\mathbf n'.
\end{split}
\end{equation}
Turn the pair $\mathbf n,\mathbf n'$ rigidly through all orientations. The product of the two projections then averages to $x/3$, since the three Cartesian products add up to $x$. The result does not depend on $\hat{\mathbf q}$. The remaining measure is $4\pi\cdot2\pi\,dx$, so
\begin{equation}
S=\frac{(2J+1)(2J'+1)}{6}\int_{-1}^1xP_JP_{J'}\,dx .
\end{equation}
The generating function $g=(1-2xt+t^2)^{-1/2}=\sum_JP_Jt^J$ obeys $(1-2xt+t^2)\,\partial g/\partial t=(x-t)g$. The coefficient of $t^J$ gives
\begin{equation}
(2J+1)xP_J=(J+1)P_{J+1}+JP_{J-1}.
\end{equation}
By orthogonality, $J'$ must be $J+1$ or $J-1$. With $\int P_{J'}^2dx=2/(2J'+1)$,
\begin{equation}
S_{J\to J+1}=\frac{(2J+1)(2J+3)}{6}\,\frac{J+1}{2J+1}\,\frac{2}{2J+3}=\frac{J+1}{3},
\end{equation}
and likewise $S_{J\to J-1}=J/3$. The average over the $2J+1$ initial states divides by $2J+1$. The upward and downward factors, $(J+1)/[3(2J+1)]$ and $J/[3(2J+1)]$, add up to $1/3$, the mean of $(\mathbf n\cdot\hat{\mathbf q})^2$ over directions.

\section*{(d) The cross section}

\textit{Combine the results and integrate over the scattering angle.}

\textbf{Solution.} For $J\to J+1$,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{k'}{k}\,\frac{4d^2}{3q^2}\,\frac{J+1}{2J+1}.
\end{equation}
The angle $\theta$ enters through $q^2=k^2+k'^2-2kk'\cos\theta$. Differentiation gives $q\,dq=kk'\sin\theta\,d\theta$, hence $d\Omega=2\pi\sin\theta\,d\theta=2\pi q\,dq/(kk')$. Forward scattering has $q=k-k'$ and backward scattering $q=k+k'$. Thus
\begin{equation}
\sigma=\frac{k'}{k}\,\frac{4d^2}{3}\,\frac{J+1}{2J+1}\,\frac{2\pi}{kk'}\int_{k-k'}^{k+k'}\frac{dq}{q},
\end{equation}
\begin{equation}
\boxed{\;\sigma_{J\to J+1}=\frac{8\pi}{3}\,\frac{d^2}{k^2}\,\frac{J+1}{2J+1}\,\ln\frac{k+k'}{k-k'}\;}
\end{equation}
The logarithm comes from the $1/q^2$ of the squared amplitude, and the energy loss keeps it finite, because $q$ cannot fall below $k-k'$.

For $J\to J-1$ the electron gains energy, $k'>k$. The factor becomes $J/(2J+1)$ and the smallest $q$ is $k'-k$. The two directions satisfy detailed balance: $(2J+1)k^2\sigma_{J\to J+1}(k)$ and $(2J+3)k'^2\sigma_{J+1\to J}(k')$ both equal $(8\pi/3)d^2(J+1)\ln[(k+k')/(k-k')]$.

\section*{(e) Angles and limiting energies}

\textit{Inside which angle does half of the excitation cross section lie? What becomes of the logarithm far above threshold and close to it?}

\textbf{Solution.} Half of $\int dq/q$ is reached at the geometric mean of the limits, $q_h^2=(k-k')(k+k')=k^2-k'^2$. The corresponding angle obeys
\begin{equation}
\cos\theta_h=\frac{k^2+k'^2-(k^2-k'^2)}{2kk'}=\frac{k'}{k}.
\end{equation}
For a small relative energy loss this angle is small, and the scattering is mostly forward.

Let $E$ be the incident energy. Multiplying numerator and denominator by $k+k'$,
\begin{equation}
\frac{k+k'}{k-k'}=\frac{(k+k')^2}{k^2-k'^2}\simeq\frac{4k^2}{k^2-k'^2}=\frac{4E}{\Delta E}\qquad(\Delta E\ll E).
\end{equation}
The cross section then falls as $E^{-1}\ln(4E/\Delta E)$, more slowly than $1/E$.

Near threshold $k'/k\to0$, and $\ln[(1+k'/k)/(1-k'/k)]\simeq2k'/k$, so
\begin{equation}
\sigma_{J\to J+1}\simeq\frac{16\pi}{3}\,d^2\,\frac{J+1}{2J+1}\,\frac{k'}{k^3}.
\end{equation}
This is the limit of the Born formula. Its coefficient is not dependable, and the next part shows why.

\section*{(f) Which distances make the logarithm?}

\textit{Express the logarithm as a sum over partial waves, and find where the sum is cut off.}

\textbf{Solution.} Let $\mathbf N=\int e^{i\mathbf q\cdot\mathbf r}\,\hat{\mathbf r}\,r^{-2}d^3r$. By part (b), $|\mathbf N|^2=16\pi^2/q^2$. Integrated over the directions of $\mathbf k'$ this is $(32\pi^3/kk')\mathcal L$, with $\mathcal L=\ln[(k+k')/(k-k')]$.

Now expand both plane waves, $e^{i\mathbf k\cdot\mathbf r}=4\pi\sum i^lj_l(kr)Y^*_{lm}(\hat{\mathbf k})Y_{lm}(\hat{\mathbf r})$. Average over $\hat{\mathbf k}$, which changes nothing, and integrate over $\hat{\mathbf k}'$. Orthogonality removes all cross terms:
\begin{equation}
\frac{32\pi^3}{kk'}\mathcal L=\frac{(4\pi)^4}{4\pi}\sum_{ll'}I_{ll'}^2\sum_{mm'}|\langle l'm'|\hat{\mathbf r}|lm\rangle|^2,
\quad I_{ll'}=\int_0^\infty j_l(kr)j_{l'}(k'r)\,dr .
\end{equation}
By part (c) each Cartesian component contributes $\max(l,l')/3$ to the inner sum, and only for $l'=l\pm1$. Three components give $\max(l,l')$, so
\begin{equation}
\mathcal L=2kk'\sum_{l'=l\pm1}\max(l,l')\,I_{ll'}^2 .
\end{equation}
As a test, for $k'/k=0.70$ numerical radial integrals for waves up to $l=31$ gave $1.7345$, against $1.7346$ from the logarithm.

At $k'=k$ the integrals can be done. Let $H_l=\int_0^\infty j_lj_{l+1}dx$ and $G_l=\int_0^\infty j_l^2\,dx/x$. Multiply $j_l'=(l/x)j_l-j_{l+1}$ by $j_l$ and integrate: $H_0=j_0(0)^2/2=1/2$, and $H_l=lG_l$ for $l\ge1$. Multiply $j_l'=j_{l-1}-(l+1)j_l/x$ by $j_l$ and integrate: $H_{l-1}=(l+1)G_l$. Hence $H_l=\frac{l}{l+1}H_{l-1}$, which gives $H_l=1/[2(l+1)]$. Since $I_{l,l+1}=H_l/k$, the pair $(l,l+1)$, taken in both orders, contributes to $\mathcal L$
\begin{equation}
2k^2\cdot2(l+1)\cdot\frac{1}{4k^2(l+1)^2}=\frac1{l+1}.
\end{equation}
The sum diverges logarithmically. When $k'<k$, the two Bessel functions drift out of phase once $(k-k')r\sim1$. Wave $l$ is concentrated beyond $r\sim l/k$, so the series is cut off near $l\sim k/(k-k')$. The range of the collision is
\begin{equation}
\frac1{k-k'}=\frac{\hbar^2(k+k')}{2m\Delta E}\simeq\frac{\hbar v}{\Delta E},\qquad v=\frac{\hbar k}{m},
\end{equation}
the distance the electron covers in the time $\hbar/\Delta E$. Passages that take much longer than this hardly excite the rotor.

At threshold, in contrast, $j_{l'}(k'r)$ survives only for $l'=0$. Then $I_{10}=\int j_1(kr)dr=1/k$ gives $\mathcal L=2k'/k$, as in part (e). The whole result rests on one pair, p to s, whose s wave enters the molecule. The integral itself is gathered at $r\sim1/k$, far outside the molecule, but the forces left out give the s wave a scattering length $a$ and bend it to $1-a/r$ at these distances. Since $\int_0^\infty j_1(x)\,dx/x=\pi/4$, the coefficient of $k'$ is multiplied by about $(1-\pi ak/4)^2$, which is $0.77$ for $a=0.3$ nm at a threshold of $10.4$ meV. Its Born value therefore cannot be trusted.

\section*{(g) A worked example}

\textit{Evaluate $J=3\to4$ at $1$ eV for $D=1.0$ debye and $B=1.3$ meV.}

\textbf{Solution.} These round parameters lie in the regime of hydrogen chloride, an etching gas. The values here and in part (h) are from the numerical output below. The energy loss is $2\times1.3\times4=10.4$ meV and $d=0.3934$. The wave numbers are $k=5.1232$ and $k'=5.0965$ nm$^{-1}$, so
\begin{equation}
\mathcal L=\ln\frac{10.2196}{0.02671}=\ln382.6=5.947 .
\end{equation}
The approximation $\ln(4E/\Delta E)$ gives $5.952$. With $(8\pi/3)(d/k)^2=4.941\times10^{-16}$ cm$^2$,
\begin{equation}
\sigma=4.941\times10^{-16}\times\frac47\times5.947
=16.8\times10^{-16}\ \text{cm}^2=1.68\times10^{-19}\ \text{m}^2 .
\end{equation}
Half of it lies within $5.9^\circ$ of the forward direction. Direct integration over angle, with the Fourier transform and rotor sum also done numerically, agrees with the formula to better than one part in $10^4$.

For the same transition, the formula gives $102$, $16.8$ and $6.6$ (in $10^{-16}$ cm$^2$) at $0.1$, $1$ and $3$ eV. From $0.1$ to $1$ eV the fall is sixfold, not tenfold, because the logarithm grows.

At $300$ K the level $J=3$ is the most populated, with $19\%$ of the molecules. The thermal average over $J$, with the electron held at $1$ eV, is $17.9\times10^{-16}$ cm$^2$ upward and $12.2\times10^{-16}$ cm$^2$ downward. An upward step costs $2B(J+1)$ and a downward step returns $2BJ$. If the small difference between the two logarithms is ignored, molecules in level $J$ therefore return a fraction $J^2/(J+1)^2$ of the energy they take, which is $9/16$ for $J=3$. The sum, $30.1\times10^{-16}$ cm$^2$, depends on the populations only through the logarithms, since the factors $(J+1)/(2J+1)$ and $J/(2J+1)$ add up to one.

\section*{(h) How far can the number be trusted?}

\textit{Estimate the effects left out, for the same transition and energy.}

\textbf{Solution.} \emph{Higher orders in the dipole.} Hold $\mathbf n$ fixed during the collision, which is reasonable for low waves when $\Delta E\ll E$, and take the polar axis along $\mathbf n$, so that $m$ is conserved. Since $2mV/\hbar^2=-2d\,\mathbf n\cdot\hat{\mathbf r}/r^2$ has the same $r$ dependence as the centrifugal term, the two combine into one angular matrix,
\begin{equation}
l(l+1)\delta_{ll'}-2d\,\langle lm|\mathbf n\cdot\hat{\mathbf r}|l'm\rangle .
\end{equation}
Its eigenvalues, written $\lambda(\lambda+1)$, give radial functions $j_\lambda(kr)$ with asymptotic phases $-\lambda\pi/2$, and these determine the scattering without an expansion in $d$. The s--p term of $\mathcal L$ drops from its Born value $1$ to $0.81$, and the p--d term from $0.50$ to $0.48$. The part of the cross section that transfers one unit of angular momentum falls by about $4\%$ relative to Born. For the point dipole, higher odd transfers add at most $0.013\%$ of the Born value; the octupole part of the real charge cloud of hydrogen chloride adds about $0.02\%$ in first order. These numbers use the solutions regular at the origin of a point dipole. The s--p term is sensitive to this choice: a hard core of radius $0.1$ to $0.2$ nm lowers it to between $0.72$ and $0.46$ and turns the $4\%$ into $5$ to $10\%$. The correction is small because most of $\mathcal L$ comes from higher waves.

\emph{Finite size.} Replacing the point dipole by two opposite charges $0.13$ nm apart, placed symmetrically about the centre of mass, lowers the part that transfers one unit of angular momentum by $0.7\%$ relative to Born. With the centre of mass close to one charge, as it is close to the chlorine nucleus in hydrogen chloride, the two-charge model gives about $2.5\%$. Two point charges are only a sketch of the real charge cloud: a Hartree--Fock density of hydrogen chloride gives a reduction of $1.4\%$ ($1.5\%$ in a smaller basis).

\emph{Short-range forces and polarization.} The s--p and p--d pairs supply about $17\%$ and $8\%$ of the Born cross section. For a rough polarizability volume of $0.0025$ nm$^3$, first-order phase shifts from the polarization potential are $0.26$ rad in the p wave and $0.04$ rad in the d wave. These values extend the $r^{-4}$ potential to the origin; keeping only $r>0.15$ nm lowers the p-wave shift to $0.16$ rad and leaves the d wave almost unchanged. The p wave is therefore noticeably disturbed, and the s wave also feels the molecular core, which was not computed. The shares show how much of the result is exposed to these forces; they are not error bars. The resulting change of the cross section is left open here.

\emph{Surroundings.} The collision range is $37$ nm. At $10$ mTorr and $300$ K the molecules are $146$ nm apart, and the free path between rotational collisions is $1.0\times10^7$ nm. The Debye length is $1.3\times10^5$ nm for $10^{10}$ electrons per cm$^3$ at $3$ eV. Screening is negligible. The molecular spacing is less remote: for $J=0\to1$ the loss is four times smaller and the range about $150$ nm, so distant collisions then overlap with neighbouring molecules.

\emph{The real gas.} The dipole moment of hydrogen chloride is roughly $1.1$ debye. Since $\sigma\propto D^2$, this alone raises the result by about a fifth. The assumption that a real discharge breaks most plainly is the single electron energy: its electrons are spread over several eV, and between $1$ and $3$ eV the model cross section already changes by a factor of $2.5$. A rate coefficient needs the average of $v\sigma$ over the actual energy distribution, together with the populations of the rotational levels.

\section*{Numbers as computed}
\begin{verbatim}
dipole moment D = 1.00 debye
dimensionless dipole d = 0.3934
rotational constant B = 1.30 meV
initial level J = 3, final level = 4
electron energy E = 1.00 eV
energy loss = 10.40 meV
k = 5.12317 1/nm
k' = 5.09646 1/nm
k - k' = 0.02671 1/nm
(k+k')/(k-k') = 382.61
logarithm = 5.9470; ln(4E/loss) = 5.9522
factor (J+1)/(2J+1) = 0.5714
(8 pi/3)(d/k)^2 = 4.9406 e-16 cm^2
cross section, formula = 16.7895 e-16 cm^2
cross section, formula = 1.6790e-19 m^2
cross section, angle quadrature = 16.7896 e-16 cm^2
half-angle = 5.85 degrees
fraction inside half-angle, quadrature = 0.50000
energy table, same J:
  E = 0.03 eV: sigma = 211.19 e-16 cm^2
  E = 0.10 eV: sigma = 101.51 e-16 cm^2
  E = 0.30 eV: sigma = 44.52 e-16 cm^2
  E = 1.00 eV: sigma = 16.79 e-16 cm^2
  E = 3.00 eV: sigma = 6.63 e-16 cm^2
partial-wave test k'/k = 0.70: logarithm from waves = 1.73449, direct = 1.73460
gas temperature = 300 K, pressure = 0.010 Torr
most populated level J = 3, population = 0.189
thermal mean, upward = 17.88 e-16 cm^2
thermal mean, downward = 12.22 e-16 cm^2
thermal mean, sum = 30.10 e-16 cm^2
neglected effects:
all orders, s-p term = 0.8059 (Born 1.0000)
all orders, p-d term = 0.4762 (Born 0.5000)
all orders, change of dipole-rank part = -3.85 %
higher odd ranks, at most = 0.013 %
charge distance = 0.13 nm
finite charge distance, change = -0.73 %
share of s-p pair in Born = 16.8 %
share of p-d pair in Born = 8.4 %
polarizability volume = 0.0025 nm^3
polarization phase shift: p 0.260 rad, d 0.037 rad
collision range 1/(k-k') = 37.4 nm
mean molecular spacing = 146 nm
electron density = 1.0e+10 cm^-3, electron temperature = 3.0 eV
Debye length = 1.288e+05 nm
free path for rotational collisions = 1.032e+07 nm
\end{verbatim}
